# Vapour Diffusion Above Periodic Masks from Window Fluxes

A dilute growth species diffuses through a stagnant gas layer of height $H$ onto a flat surface whose mask repeats with period $p$ in $x$ and $y$. Its concentration is $c_0$ at $z=H$. At $z=0$ the open windows consume it at the rate $kc$ per unit area, and the mask consumes nothing. In steady state, with constant diffusivity $D$ and no gas-phase reaction, this three-dimensional problem is equivalent to an equation for the flux in the windows alone:

$$\ell q+Tq=1\ \text{ in the windows},\qquad q=0\ \text{ on the mask}. \tag{1}$$

Here $j=Dc_0q$ is the flux into the surface and $\ell=D/k$. The operator $T$ multiplies each lateral Fourier mode of wavenumber $G$ by

$$T(G)=\frac{\tanh GH}{G},\qquad T(0)=H. \tag{2}$$

Conjugate gradients solve (1) in a number of steps that has a grid-independent bound when $\ell>0$. Started from zero, they also balance the total flux at every step, so flux conservation cannot tell whether the iteration has converged.

## Removing the gas volume

The direct approach puts a grid in the gas. Take a 320 µm period and a 3 mm layer. Cubes of 5 µm give $64\times64\times600$, about 2.5 million unknowns, most of them in gas where the lateral pattern has already died out. The gas can instead be solved analytically.

Write $c=c_0(1-u)$. The deficit $u$ obeys $\nabla^2u=0$ and vanishes at $z=H$. A lateral mode $e^{i\mathbf G\cdot\mathbf r}$ has an amplitude satisfying $u_G''=G^2u_G$, so

$$u_G(z)=u_G(0)\frac{\sinh G(H-z)}{\sinh GH}.$$

Gas moves down the concentration gradient, so the flux into the surface is $j=+D\,\partial_zc=-Dc_0\,\partial_zu$ at $z=0$. Differentiation gives

$$q_G=\Lambda(G)u_G(0),\qquad \Lambda(G)=G\coth GH .$$

For $G=0$ the solution is $u_0(z)=u_0(0)(1-z/H)$, hence $\Lambda(0)=1/H$. The operator $\Lambda$ turns a surface value into a normal derivative: it is the Dirichlet-to-Neumann operator. Its inverse is $T$ in (2).

Let $\sigma=c(z=0)/c_0=1-u(z=0)$. Then

$$\sigma=1-Tq. \tag{3}$$

The window condition $D\,\partial_zc=kc$ reads $Dc_0q=kc_0\sigma$, or $\ell q=\sigma$. Inserting (3) gives (1). Conversely, a solution of (1) fixes every $u_G(0)=T(G)q_G$, and with it the concentration throughout the gas.

One could keep $\sigma$ on the whole surface as the unknown. Let $\chi$ be 1 in the windows and 0 on the mask. Since $q=\chi\sigma/\ell$ and $q=\Lambda(1-\sigma)$,

$$(\Lambda+\chi/\ell)\sigma=1/H .$$

This is equally correct but worse conditioned as it stands. On an $N\times N$ grid its largest eigenvalue is at least $\Lambda(G_{\max})$, which grows in proportion to $N$. Its smallest is at most $1/H+f/\ell$, the value obtained with a constant trial function, where $f$ is the open area fraction. Refinement therefore makes the ratio grow without limit. Equation (1) contains the smoothing operator $T$ instead.

## An example, and a naive iteration that diverges

Consider gallium-limited vapour-phase epitaxy of a III-V crystal, with rough values $D=2.5\ \mathrm{cm^2/s}$ and $k=1000\ \mathrm{cm/s}$ at 900 K and 760 Torr. Then

$$\ell=\frac{2.5}{1000}\ \mathrm{cm}=25\ \text{µm}.$$

The 320 µm cell contains three windows (coordinates in µm):

- an L-shape, the union of $40<x<160,\ 40<y<80$ and $40<x<80,\ 40<y<160$;
- a pad, $200<x<280,\ 60<y<120$;
- a square, $220<x<260,\ 220<y<260$.

Their areas are 8000, 4800 and 1600 µm², so $f=14400/320^2=0.1406$. Grid nodes lie at cell centres and the window edges coincide with cell edges. A curved edge would become a staircase. Fast Fourier transforms apply $T$: transform $q$, multiply by $T(G)$, transform back, and keep the values in the windows.

The obvious way to impose the window condition is to alternate. Compute $\sigma$ from the present flux by (3), then set the new flux to $\chi\sigma/\ell$. Subtracting the exact solution shows what happens to the error $e$:

$$e_{\rm new}=-\frac{1}{\ell}\chi T\chi\,e .$$

The scheme converges only if all eigenvalues of $\chi T\chi$ are below $\ell$. Define

$$A=\ell+\chi T\chi$$

acting on functions that vanish on the mask. Diagonalized on a $32\times32$ grid for this mask, $A$ has lowest eigenvalue 27.5 µm, second highest 52.6 µm and highest 465 µm. The worst error component is thus multiplied by $-(465-25)/25\approx-18$ in each cycle. The next one also grows, by a factor 1.1. Physically, a flux guess that is too high depletes the whole layer, and the correction overshoots.

Damping cures the divergence. With $q_{\rm new}=q+\omega(\chi-Aq)$, an error component of eigenvalue $\lambda$ is multiplied by $1-\omega\lambda$. The best fixed $\omega$ makes the two extreme factors equal and opposite, which gives the magnitude

$$\frac{465-27.5}{465+27.5}\approx0.89$$

per step. This is slow because one eigenvalue lies far from all the others.

## Why one eigenvalue stands apart

Let $\langle\cdot\rangle$ denote the average over the cell, and let $T'$ be $T$ without its $G=0$ part, so that $Tq=H\langle q\rangle+T'q$. With $G_1=2\pi/p$, the smallest nonzero wavenumber, every eigenvalue of $T'$ lies between 0 and $1/G_1=p/2\pi$.

For any $v$ supported in the windows,

$$\langle vAv\rangle=\ell\langle v^2\rangle+H\langle v\rangle^2+\langle vT'v\rangle .$$

All three terms are non-negative, so no eigenvalue is below $\ell$. If $\langle v\rangle=0$, the ratio $\langle vAv\rangle/\langle v^2\rangle$ is at most

$$b=\ell+\frac{p}{2\pi}.$$

Any two-dimensional space spanned by eigenvectors contains a nonzero $v$ with $\langle v\rangle=0$. Two eigenvalues above $b$ would make the ratio exceed $b$ for that $v$, a contradiction. Hence at most one eigenvalue exceeds $b$, on any grid. In the example $b=75.9$ µm. The exceptional eigenvalue comes from the common depletion of the thick layer; the others describe the redistribution of flux within a period.

## Conjugate gradients for the window constraint

A single outlier suits conjugate gradients. Start with $q_0=0$ and $r_0=d_0=\chi$, and repeat

$$\alpha_n=\frac{\langle r_n^2\rangle}{\langle d_nAd_n\rangle},\quad q_{n+1}=q_n+\alpha_nd_n,\quad r_{n+1}=r_n-\alpha_nAd_n,$$

$$\beta_n=\frac{\langle r_{n+1}^2\rangle}{\langle r_n^2\rangle},\quad d_{n+1}=r_{n+1}+\beta_nd_n .$$

The residual is $r_n=\chi-Aq_n$. All fields vanish on the mask, so the mask condition holds throughout, and the iteration works on the window condition.

Two properties follow by induction: residuals are mutually orthogonal, and $\langle d_nAd_m\rangle=0$ for $n\ne m$. Suppose both hold up to $n$. Since $r_m=d_m-\beta_{m-1}d_{m-1}$ (with $r_0=d_0$),

$$\langle r_{n+1}r_m\rangle=\langle r_nr_m\rangle-\alpha_n\langle d_nA(d_m-\beta_{m-1}d_{m-1})\rangle .$$

This vanishes for $m<n$ by assumption and for $m=n$ by the choice of $\alpha_n$. Next, $Ad_m=(r_m-r_{m+1})/\alpha_m$, so

$$\langle d_{n+1}Ad_m\rangle=\frac{\langle r_{n+1}(r_m-r_{m+1})\rangle}{\alpha_m}+\beta_n\langle d_nAd_m\rangle .$$

For $m<n$ both terms vanish. For $m=n$ they are $-\langle r_{n+1}^2\rangle/\alpha_n$ and $+\beta_n\langle d_nAd_n\rangle$, which cancel by the definitions of $\beta_n$ and $\alpha_n$.

By the recurrences, $r_m$ and $d_m$ are polynomials of degree at most $m$ in $A$ acting on $r_0$. Until the iteration has converged, the residuals $r_0,\dots,r_{n-1}$ are nonzero and mutually orthogonal, so these $n$ fields span the same space as $r_0,Ar_0,\dots,A^{n-1}r_0$. This space contains $q_n$, and $r_n$ is orthogonal to it. Let $e_n$ be the error of $q_n$, so that $r_n=-Ae_n$. Changing $q_n$ by any $v$ in that space changes $\langle e_nAe_n\rangle$ by $\langle vAv\rangle\ge0$, because the cross term is $-2\langle vr_n\rangle=0$. The iterate therefore has the smallest error in the norm $\|e\|_A=\langle eAe\rangle^{1/2}$ among all $e=P(A)e_0$, where $P$ is a polynomial of degree at most $n$ with $P(0)=1$.

To bound the error after $n+1$ steps, choose

$$P(\lambda)=\left(1-\frac{\lambda}{\lambda_{\max}}\right)\frac{C_n\!\left(\frac{b+\ell-2\lambda}{b-\ell}\right)}{C_n\!\left(\frac{b+\ell}{b-\ell}\right)},$$

with $C_n$ the Chebyshev polynomial. The first factor removes the highest eigenvalue and lies between 0 and 1 for the rest. The numerator has magnitude at most 1 on $[\ell,b]$. With $\kappa=b/\ell$, the denominator is $C_n(X)$ at $X=(\kappa+1)/(\kappa-1)$. Since $X+\sqrt{X^2-1}=(\sqrt\kappa+1)/(\sqrt\kappa-1)=1/\rho$, we have $C_n(X)=(\rho^{-n}+\rho^n)/2\ge\rho^{-n}/2$. Hence

$$\|e_{n+1}\|_A\le2\rho^n\|e_0\|_A,\qquad \rho=\frac{\sqrt\kappa-1}{\sqrt\kappa+1},\qquad \kappa=1+\frac{p}{2\pi\ell}. \tag{4}$$

In the example $\kappa=75.9/25=3.04$ and $\rho=0.27$. Reducing the root-mean-square residual to $10^{-11}$ of its initial value took 13 steps on each of the $64^2$, $128^2$ and $256^2$ grids.

For a perfect sink, $\ell=0$, the bound (4) is lost. The smallest eigenvalue is then limited only by the finest resolved mode, about $1/G_{\max}$ with $G_{\max}=\sqrt2\,\pi N/p$. The relevant ratio is at most about $G_{\max}/G_1=N/\sqrt2$ (about half of that for this mask), and the bound on the step count grows roughly as $\sqrt N$. The same mask and stopping rule needed 37, 51 and 70 steps on the three grids.

## What flux conservation can reveal

In units of $Dc_0$, the supply through the layer is $(1-\langle\sigma\rangle)/H$. By (3) this equals $\langle Tq\rangle/H=\langle q\rangle$. The uptake computed from the surface concentration is $\langle\chi\sigma\rangle/\ell$. In the windows $\sigma=1-Tq=r+\ell q$, so

$$\text{uptake}-\text{supply}=\frac{\langle r\rangle}{\ell}. \tag{5}$$

With the zero start, $r_0=\chi$. Every later residual is orthogonal to $r_0$ and vanishes on the mask, so $\langle r_n\rangle=\langle\chi r_n\rangle=0$. In exact arithmetic the balance closes from the first step onward, whatever the local error. In floating point the orthogonality to $r_0$ is gradually lost, and in the example the relative imbalance can grow to several times $10^{-7}$ at intermediate steps before the shrinking residual brings it down again.

After two steps on the $256^2$ grid, the relative flux imbalance was $4\times10^{-14}$, while the largest local flux error was 7.7% of the peak flux. Starting instead with the converged flux in the square and zero elsewhere, the imbalance after two steps was $4\times10^{-4}$, and it fell to rounding level at convergence. The balance then carries some information, but it is still a single number for the whole cell.

The residual itself is a better criterion. Because $A\ge\ell$, the root-mean-square flux error is at most the root-mean-square residual divided by $\ell$. Neither quantity measures grid error: a fully converged coarse solution also conserves flux. That requires refinement or a different discretization.

For such a comparison the layer was shortened to 160 µm, with mask and $\ell$ unchanged, and the gas was solved by three-dimensional finite volumes. The largest difference in a window-averaged flux, relative to the $128^2$ surface solution, was 3.8% with 10 µm cells and 1.2% with 5 µm cells.

## The mask as an added diffusion length

The total flux can be written as that through a thicker layer, $\langle q\rangle=1/(H+L)$. In the windows, (1) reads $\ell q+T'q=1-H\langle q\rangle$. Multiply by $q$, average, and divide by $\langle q\rangle^2$:

$$L=\frac{1}{\langle q\rangle}-H=\frac{\ell\langle q^2\rangle+\langle qT'q\rangle}{\langle q\rangle^2}. \tag{6}$$

The solution minimizes the right side. Replace $q$ by $q+d$, with $d$ supported in the windows and $\langle d\rangle=0$, which suffices because the ratio does not depend on the scale of $q$. The linear change of the numerator is $2\langle d(\ell q+T'q)\rangle=2(1-H\langle q\rangle)\langle d\rangle=0$, and the quadratic change is non-negative. A uniform trial flux $\chi$ therefore gives an upper bound. For a lower bound, drop $T'$ and use $\langle q\rangle^2=\langle\chi q\rangle^2\le f\langle q^2\rangle$:

$$\frac{\ell}{f}\le L\le\frac{\ell}{f}+\frac{\langle\chi T'\chi\rangle}{f^2}. \tag{7}$$

For the example the bounds are 178 and 305 µm, and the solution gives $L=300$ µm. In the upper bound, the first term is the kinetic resistance of the reduced open area and the second is the cost of steering vapour sideways, both for a uniform flux; in the solution the corresponding two terms of (6) are 181 and 119 µm. When $H\gg p$, $T'(G)$ approaches $1/G$ with exponentially small corrections. Then $L$ and the normalized pattern $q/\langle q\rangle$ no longer depend on $H$.

Perfectly absorbing stripes of width $w$ give a case with a closed solution. Let $\zeta=x+iz$, $a=\sin(\pi w/2p)$ and

$$F(\zeta)=\frac p\pi\arcsin\frac{\sin(\pi\zeta/p)}{a},\qquad c=\frac JD\,\mathrm{Im}\,F ,$$

where $J$ is the mean flux. The derivative is

$$F'=\frac{\cos(\pi\zeta/p)}{\sqrt{a^2-\sin^2(\pi\zeta/p)}},\qquad \partial_xc=\frac JD\mathrm{Im}F',\quad \partial_zc=\frac JD\mathrm{Re}F'.$$

For $|x|<w/2$ at $z=0$, $F'$ is real, so $c$ is constant there, and it is zero because $F(0)=0$. On the mask $F'$ is imaginary, so no flux enters. Far above, $F'\to1$. At $x=0$,

$$c=\frac{Jp}{D\pi}\,\mathrm{arsinh}\frac{\sinh(\pi z/p)}{a}\to\frac JD\left(z+\frac p\pi\ln\frac1a\right).$$

Setting $c=c_0$ at $z=H\gg p$ gives

$$L=\frac p\pi\ln\frac{1}{\sin(\pi w/2p)} .$$

It vanishes for $w=p$ and grows only logarithmically as the stripes narrow. The logarithm needs a perfect sink: for $\ell>0$, (7) with $f=w/p$ gives $L\ge\ell p/w$, which dominates for narrow stripes. For $w/p=0.25$ it gives $L/p=0.30575$. Solving (1) with 1024 and 2048 nodes across the period, and extrapolating linearly in the spacing, gives the same five digits. The flux diverges as the inverse square root of the distance to the edge, so local values there need care.

## Growth rates and the real process

An unmasked wafer has $q=1/(H+\ell)$. Let it grow at 1 µm/h. The total flux onto the masked wafer, relative to this, is

$$\frac{H+\ell}{H+L}=\frac{3025}{3300}=0.917 .$$

Dividing by $f$ gives the area-weighted mean window rate, $0.917/0.1406=6.52$ µm/h. The L-shape averages 6.30, the pad 6.36 and the square 8.09 µm/h. These averages changed by less than 0.05% between the $128^2$ and $256^2$ grids. Within the pad, nodal rates on the $256^2$ grid run from 5.4 to 9.0 µm/h; the upper value is not converged and reaches 9.2 µm/h on a $1024^2$ grid. The highest nodal rate in the cell rose from 9.7 to 10.0 µm/h between the same two grids, and reaches 10.3 µm/h on a $1024^2$ grid, so this peak is less well resolved than the averages.

Slow uptake evens out the windows, because (1) gives $\ell q=(1-H\langle q\rangle)-T'q$, and the nonuniform last term loses weight when $\ell\gg p/2\pi$. With mask and $H$ fixed, the ratio of the square's mean rate to the pad's is 1.52, 1.27 and 1.04 for $\ell=5$, 25 and 250 µm.

The parameters describe a rough atmospheric-pressure case. For a gallium species of about 85 atomic mass units with mean speed $\bar v$, the transport mean free path $3D/\bar v$ is 1.6 µm, or 4% of the square's width. It scales as inverse pressure, so near 76 Torr it would be about 40%, and the continuum description of sideways transport near that window would be doubtful. At fixed $k$, however, $\ell$ rises to 250 µm at that pressure and uptake sets most of the window rate: a one-speed kinetic estimate moves the window means by only about 1%, while the small contrast between windows (about 4%) is less certain. Real surfaces also let adsorbed species migrate from mask to window. If a 1.25 µm rim collects as efficiently as the window and delivers its catch there, the square's mean rate rises by 4.7%, and the other two change by less than 0.1%. A mask with one thousandth of the window's $k$ would take up about 1% as much as the windows, estimated from the unperturbed concentration. For an assumed 500 K drop across the layer and $D\propto T^{1.7}$, $D$ changes by 1.6% within the height $p/2\pi$ that shapes the pattern. Its larger variation higher up mainly alters the effective $H$: for a linear temperature profile it becomes about 5.9 mm, which raises the window rates, relative to the unmasked wafer, by about 4%. Allowing for the gas density $n\propto1/T$, so that $nD\propto T^{0.7}$ acts on the mole fraction, gives 3.9 mm and about 2%. Thermal diffusion of the heavy species toward the cold side, neglected here, shortens the effective $H$ and so lowers these relative rates: a thermal diffusion factor of 1 turns the rise of 2% into a fall of about 1%. The absolute supply is reduced both by it and by the smaller $D$ of the cold gas. Facets and tall deposits break the flat-surface assumption, and precursor decomposition in the gas breaks the assumption of no gas-phase reaction; neither effect is estimated here.
